Bohr Stripping of Thomas-Fermi Ions and the Scaled Velocity

**1. Scaling fixes the variable**

An ion of nuclear charge Z moves through a dilute gas at speed v and carries N electrons. Its charge is q = Z − N and its ionized fraction is f = q/Z. Atomic units are used in the algebra: ħ = m_e = e = 1, the unit of speed is the Bohr velocity v₀, and q counts elementary charges.

In the Thomas-Fermi model the electrons form a local, nonrelativistic Fermi gas without exchange. Two electrons occupy each phase-space volume (2π)³, so a gas filled up to momentum p_F has density

n = 2 (4π/3) p_F³/(2π)³ = p_F³/(3π²).

The mean kinetic energy per electron is (3/5)(p_F²/2) = (3/10)p_F². The energy of the ion is therefore

E[n] = C ∫n^(5/3) d³r − Z ∫(n/r) d³r + ½ ∬ n(r)n(r′)/|r−r′| d³r d³r′,

with C = (3/10)(3π²)^(2/3), minimized at fixed N = ∫n d³r. Substitute

n(r) = Z² ν(s), s = Z^(1/3) r.

Since d³r = Z⁻¹ d³s, the powers of Z are

- electron number: Z² · Z⁻¹ = Z, so ∫ν d³s = N/Z = 1 − f;
- kinetic energy: Z^(10/3) · Z⁻¹ = Z^(7/3);
- nuclear attraction: Z · Z² · Z^(1/3) · Z⁻¹ = Z^(7/3);
- electron repulsion: Z⁴ · Z^(1/3) · Z⁻² = Z^(7/3).

All three energies carry the same factor, and the constraint contains f alone. The minimum is thus E = Z^(7/3) e(f), where e is one function for all Z. The energy needed to remove charge, per electron, is I = −∂E/∂N at fixed Z. Because f = 1 − N/Z, ∂f/∂N = −1/Z, and

I = Z^(4/3) e′(f).

A speed formed from this energy is proportional to Z^(2/3) at fixed f. Setting it equal to v relates f to v/Z^(2/3), with no other dependence on Z. What remains is to show that the relation has one solution, and to find it.

**2. The criterion**

Bohr's argument compares two motions. An electron that circulates much faster than the ion travels sees collisions as slow disturbances and tends to adjust to them; a slower electron is readily lost. The criterion replaces this gradual change by a sharp rule: electrons are lost until the loosest remaining ones have orbital speed u = v.

"Orbital speed" needs a definition. For a Coulomb orbit the virial theorem makes the mean kinetic energy equal to the binding energy, so we take

u²/2 = I, u = √(2I).

This is a convention when the field is not Coulombic; section 7 examines another choice. The rule estimates a mean charge and says nothing about the spread of charges in a beam.

**3. The equation for the ion**

Let φ be the electrostatic potential of the nucleus and electrons together. Varying E at fixed N, with multiplier ∂E/∂N = −I, gives wherever n > 0

(5/3)C n^(2/3) − φ = −I.

Since (5/3)C = ½(3π²)^(2/3), the first term is p_F²/2. Hence

p_F² = 2(φ − I), n = [2(φ − I)]^(3/2)/(3π²).

Where φ < I there are no electrons. The density ends at a radius r₀ with φ(r₀) = I. Outside, the potential is that of the net charge, φ = q/r, so continuity gives

I = q/r₀.

For r > 0 Poisson's equation is ∇²φ = 4πn, the positive sign arising because electrons are negative. Write φ − I = U/r. The spherical Laplacian of U/r is U″/r, so

U″ = 4πr (2U/r)^(3/2)/(3π²) = [8√2/(3π)] U^(3/2)/√r.

Now set U = Zχ and r = ℓx. The equation becomes

χ″ = [8√2/(3π)] Z^(1/2) ℓ^(3/2) χ^(3/2)/√x.

The coefficient is one if

ℓ = b Z^(−1/3), b = [3π/(8√2)]^(2/3) = ½(3π/4)^(2/3) = 0.88534.

This leaves the Thomas-Fermi equation

χ″ = χ^(3/2)/√x.

Near the nucleus rφ → Z, so χ(0) = 1. At the edge x₀ = r₀/ℓ, χ(x₀) = 0. For the slope, U′ = φ − I + rφ′. At r₀ the first two terms cancel and φ′ = −q/r₀², so U′(r₀) = −q/r₀. Since U′ = Zχ′/ℓ,

−x₀ χ′(x₀) = q/Z = f.

With r₀ = bZ^(−1/3)x₀, the binding energy and orbital speed are

I = Z^(4/3) f/(b x₀), u = Z^(2/3) h(f), h(f) = √[2f/(b x₀)].

**4. One fraction for each scaled speed**

We show that x₀ falls as f rises. Multiply the Thomas-Fermi equation by x and integrate:

∫₀^x₀ √x χ^(3/2) dx = ∫₀^x₀ xχ″ dx = [xχ′ − χ]₀^x₀ = −f + 1.

The integral is the fraction of electrons retained, N/Z.

Take two solutions starting at χ = 1, the second with the larger initial slope. Their difference D = χ₂ − χ₁ starts at zero with D′ > 0. As long as D > 0,

D″ = (χ₂^(3/2) − χ₁^(3/2))/√x > 0,

so D′ stays positive and the curves cannot meet again. When χ₁ reaches zero, χ₂ is still positive. The second ion has the larger x₀ and the larger retained fraction, hence the smaller f.

The full range 0 < f < 1 is covered. For a small ion, χ ≤ 1 gives 1 − f ≤ (2/3)x₀^(3/2), which vanishes as x₀ → 0. For a large ion, χ is convex and lies above its tangent at the edge, so χ(x₀/2) ≥ f/2. It also lies below the solution χ_n of the neutral atom, which tends to zero at large x. Thus f ≤ 2χ_n(x₀/2) → 0 as x₀ → ∞. Solutions vary continuously with initial slope, so all intermediate values occur.

In h(f) the numerator rises with f and x₀ falls. Therefore h increases from zero to infinity, and u = v has one solution:

f = F(y), y = v/(v₀ Z^(2/3)), F = h⁻¹.

Within this model and this criterion, that is the stated dependence. Numerical values are

y = 0.1: F = 0.063
y = 0.2: F = 0.150
y = 0.3: F = 0.241
y = 0.5: F = 0.411
y = 1.0: F = 0.714
y = 2.0: F = 0.931

At the tabulated points from y = 0.2 to 0.5 the ratio F/y lies between 0.75 and 0.83. There, roughly, q ≈ 0.8 Z^(1/3) v/v₀: the charge is nearly proportional to speed. This is a property of the middle of the curve and holds in neither limit.

**5. Fast ions**

When few electrons remain, their mutual repulsion is negligible and χ is nearly straight: χ ≈ 1 − x/x₀. With t = x/x₀ the retained fraction is

1 − f ≈ x₀^(3/2) ∫₀¹ t^(1/2)(1−t)^(3/2) dt = (π/16) x₀^(3/2).

The integral is Γ(3/2)Γ(5/2)/Γ(4) = (√π/2)(3√π/4)/6 = π/16. In the criterion put f ≈ 1, so x₀ ≈ 2/(b y²). Then

1 − F ≈ (π/16)(2/b)^(3/2) y⁻³.

Since b^(3/2) = 3π/(8√2), (2/b)^(3/2) = 32/(3π), and

1 − F(y) ≈ (2/3) y⁻³.

Counting hydrogenic shells gives the same law by another road. Shell n holds 2n² electrons of speed Z/n. If shells up to n_max ≈ Z/v remain, then N ≈ (2/3)n_max³ = (2/3)(Z/v)³. Division by Z gives N/Z = (2/3)Z²/v³ = (2/3)y⁻³.

As a numerical test, fill fifty shells, choose Z formally as 1000N, and place the speed boundary at Z/(50 + ½). Then y = 8.736. The count gives N/Z = 0.001000 and the full Thomas-Fermi curve gives 0.000998.

The continuous density requires many electrons. The law therefore needs both y ≫ 1 and N ≫ 1, the latter meaning v ≪ Z in atomic units. It does not describe the loss of the last few electrons of a real ion.

**6. Slow ions**

If χ(x) solves the Thomas-Fermi equation, so does λ³χ(λx). Its second derivative is

λ⁵χ″(λx) = λ⁵χ^(3/2)(λx)/√(λx) = [λ³χ(λx)]^(3/2)/√x.

Choose λ = x₀ and define η(t) = x₀³χ(x₀t). Its edge is at t = 1, its value at the nucleus is η(0) = x₀³, and its edge slope is

η′(1) = x₀⁴χ′(x₀) = −f x₀³ ≡ −k.

One inward integration from t = 1 with a chosen k thus gives a complete ion: x₀ = η(0)^(1/3) and f = k/η(0). Substituting x₀ = (k/f)^(1/3) into y² = 2f/(b x₀) gives

y² = 2f^(4/3)/(b k^(1/3)), f = (b k^(1/3)/2)^(3/4) y^(3/2).

As f → 0, x₀ and hence η(0) grow without bound. Numerical integration shows that η(0) diverges at a finite slope, k → K = 1071.2. Multiplying by Z, and using Z y^(3/2) = v^(3/2), we find

q → (b K^(1/3)/2)^(3/4) (v/v₀)^(3/2) = 3.105 (v/v₀)^(3/2).

Z has cancelled: the loosely bound fringe of a very heavy Thomas-Fermi atom no longer depends on its nuclear charge.

The approach to this limit is slow. At fixed v = v₀ the computed charge differs from the law by 2.6% of the law's value for a formal Z = 10⁶ and by 0.075% of it for Z = 10¹². At y = 0.1 it would give f = 3.105 × 0.1^(3/2) = 0.098, against the actual F = 0.063. It is an asymptotic statement, unsuited to estimates for real elements.

A neutral Thomas-Fermi atom has I = 0, so this model ionizes at any nonzero speed. A real atom has a finite first ionization energy, and the same criterion then gives a lower threshold in speed. Below that threshold F predicts a charge where the criterion, applied to the real atom, gives none.

**7. A different orbital speed**

Suppose instead that u is the rms speed of the electrons at the Fermi level. At position r the number of states per unit energy there is proportional to p_F(r). Averaging p_F² with this weight gives

u_rms² = ∫p_F³ d³r / ∫p_F d³r = 3π²N / ∫p_F d³r.

At fixed f, N scales as Z and ∫p_F d³r as Z^(2/3) · Z⁻¹ = Z^(−1/3). So u_rms² scales as Z^(4/3), and u_rms again as Z^(2/3). The variable y survives; the curve changes.

The new speed is never below √(2I). To see this, integrate the divergence of **r**p_F³ over the ion. The surface term vanishes because p_F(r₀) = 0, and p_F p_F′ = φ′, so

0 = ∫(3p_F³ + 3p_F rφ′) d³r, hence ⟨p_F²⟩ = ⟨−rφ′⟩,

where the average has weight p_F. Next, rφ = U + Ir, so (rφ)′ = U′ + I. At the edge U′ = −I, and U″ ≥ 0 makes U′ ≤ −I inside. Thus (rφ)′ ≤ 0, which means −rφ′ ≥ φ. With φ = p_F²/2 + I,

⟨p_F²⟩ ≥ ½⟨p_F²⟩ + I, hence u_rms² ≥ 2I.

In a pure Coulomb field rφ is constant and equality holds, so the two measures agree when few electrons remain.

At y = 0.2297 the ratio u_rms/√(2I) is 1.5595. Ions with Z = 7, 15, 33 and 79, solved separately in unscaled variables at this same y, share this ratio and the same f = 0.177455. The scaling is common to both definitions, but the charge predicted at a given speed is not.

**8. Phosphorus at a gas stripper**

In a tandem implanter a negative ion is accelerated to a positive terminal, loses electrons in a gas canal, and is accelerated again as a positive ion. Take phosphorus, Z = 15 and mass 30.974 u, with a terminal at 1.5 MV. This voltage is a round value chosen for the example. The small injection energy is left out, so the ion reaches the gas with 1.5 MeV.

Its speed is v = 1.397 v₀. The scaled speed is

y = 1.397/15^(2/3) = 0.2297.

An electron moving at the ion's speed has kinetic energy 26.57 eV, which is the binding threshold v²/2. The universal curve gives

f = F(0.2297) = 0.1775, q = 15 × 0.1775 = 2.66.

Linear interpolation between the tabulated values at y = 0.2 and 0.3 gives f ≈ 0.177. The edge radius r₀ = q/I is 0.144 nm.

As a test of I = q/r₀, total energies were computed for two ions with edge bindings 2% below and 2% above the threshold. Their difference divided by the difference in electron number gives 26.565 eV, in agreement with the threshold.

The first acceleration supplies 1.5 MeV and the second 1.5q MeV. The mean final energy is therefore

1.5 × (1 + 2.66) = 5.49 MeV.

Each individual ion has an integer charge. Charges 2 and 3 lead to 4.5 and 6.0 MeV, and a machine selects one of them. The mean energy is not the energy of a beam.

**9. What real ions change**

The smooth Thomas-Fermi binding can be compared with unrestricted Hartree-Fock total-energy differences for phosphorus, computed in an uncontracted triple-zeta basis. These include shells and exchange but omit correlation and relativity; they are not experimental values. A larger basis lowers the last value below by 0.1 eV and leaves the others unchanged to the digits shown. Thomas-Fermi bindings are taken midway between the two charges; Thomas-Fermi total-energy differences are 0.2 to 0.3 eV higher, which changes none of the counts below. In eV:

P⁰ → P⁺: Hartree-Fock 9.9, Thomas-Fermi 1.9
P⁺ → P²⁺: 19.2 and 10.4
P²⁺ → P³⁺: 29.6 and 23.9
P³⁺ → P⁴⁺: 49.7 and 42.7
P⁴⁺ → P⁵⁺: 64.4 and 67.6
P⁵⁺ → P⁶⁺: 219.1 and 99.6

The threshold of 26.57 eV lies above the second Hartree-Fock value and below the third. Removing whole electrons as long as their binding is below the threshold then gives q = 2 and a final energy of 4.50 MeV. The Thomas-Fermi bindings in the list, counted in the same way, give q = 3 and 6.00 MeV. The value 2.66 comes from the continuous curve, so its distance from 2 is partly a matter of rounding. For this ion Thomas-Fermi binds the first four electrons too weakly relative to Hartree-Fock, and so strips too easily.

The closed neon-like core causes a larger failure. With Hartree-Fock bindings the charge stays at 5 until the threshold reaches 219.1 eV, at an ion energy of 12.4 MeV. At that energy the Thomas-Fermi curve already gives 7.92. Shell closures depend on the actual electron number, so they break the universal dependence on y.

Other changes, each made separately in the Thomas-Fermi estimate for the same ion, have these sizes.

*The threshold.* Requiring u = 0.8v gives q = 2.04; requiring u = 1.2v gives 3.29. Using u_rms = v gives 1.06. The last is the largest of these three shifts, and it comes from the meaning of "orbital speed" alone.

*Motion of the gas electrons.* One may replace v by the mean speed relative to target electrons. If these have speed w < v in random directions, with μ the cosine of the angle between the velocities,

½∫₋₁¹ √(v² + w² − 2vwμ) dμ = [(v+w)³ − (v−w)³]/(6vw) = v + w²/(3v).

For an outer electron of a nitrogen atom, the Hartree-Fock orbital energy (not a total-energy difference) gives a binding of 15.48 eV in the same type of basis, hence w = 1.067 v₀ by the virial convention. (A larger basis raises the binding by 0.05 eV, w by 0.002 v₀ and the mean relative speed by 0.001 v₀; the charge below is unchanged.) The mean relative speed is 1.669 v₀ and the charge becomes 3.27. Here w is a speed formed from the orbital energy. The actual rms speed of this orbital, from its kinetic energy, is about 1.95 v₀. This exceeds v, so the average becomes w + v²/(3w) = 2.28 v₀, and the charge would be about 4.6. The result therefore sizes one alternative convention; it is neither a bound on the effect of the gas electrons' motion nor a collision calculation.

*Relativity.* The parameter (Zα)², with α the fine-structure constant, is 0.012. For a hydrogenic 1s electron the leading relative correction to the binding energy is a quarter of this, about 0.003. The effect of relativity on q was not computed.

*Approach to a steady charge.* Suppose the canal is 500 mm long and holds gas at 0.05 Torr and 300 K, chosen as round values. With the geometric cross-section πr₀², the ion makes about 53 collisions, 3.1 ns apart. That leaves room for many charge changes if the real cross-sections are comparable. Excited states that survive between collisions would be easier to ionize, which the ground-state model ignores.

For this stripper, then, the estimate is a charge of about 2 to 3 when binding energy defines the orbital speed, while the rms definition of section 7 lowers it to about 1. A design needs measured charge fractions for the chosen ion, gas and energy. The result also should not be carried into the silicon wafer: there the surrounding electrons screen the ion and alter its outer levels, whereas the derivation assumed an isolated ion. The numerical output below gives the values used here, apart from the larger-basis shifts, the Thomas-Fermi total-energy differences and the estimate from the rms speed of the nitrogen orbital.

Values computed for the example and the checks

```
Thomas-Fermi constant b = 0.88534
Slow-limit constant K = 1071.2
Slow-limit charge at v = v0: 3.105 e
Slow-limit relative errors, Z=1e6,1e9,1e12: 2.6e-02, 4.4e-03, 7.5e-04
Universal curve: y = 0.1, ionized fraction = 0.0630
Universal curve: y = 0.2, ionized fraction = 0.1505
Universal curve: y = 0.3, ionized fraction = 0.2411
Universal curve: y = 0.5, ionized fraction = 0.4114
Universal curve: y = 1.0, ionized fraction = 0.7143
Universal curve: y = 2.0, ionized fraction = 0.9306
Shell count: y = 8.736, N/Z = 0.001000, 1-F = 0.000998
Phosphorus: Z = 15, mass = 30.974 u
Terminal voltage = 1.5 MV, ion energy = 1.5 MeV
Ion speed = 1.3974 v0
Scaled speed y = 0.2297
Binding threshold = 26.57 eV
Ionized fraction = 0.1775
Mean charge = 2.662 e
Thomas-Fermi ion radius = 0.1443 nm
Final energy V(1+q) = 5.49 MeV
Equal y: Z = 7, v = 0.841 v0, f = 0.177455, u_rms/v = 1.5595
Equal y: Z = 15, v = 1.397 v0, f = 0.177455, u_rms/v = 1.5595
Equal y: Z = 33, v = 2.364 v0, f = 0.177455, u_rms/v = 1.5595
Equal y: Z = 79, v = 4.230 v0, f = 0.177455, u_rms/v = 1.5595
-dE/dN from total energies = 26.565 eV
Charge if rms speed is used = 1.055 e
Removal from P0+: Hartree-Fock 9.9 eV, Thomas-Fermi 1.9 eV
Removal from P1+: Hartree-Fock 19.2 eV, Thomas-Fermi 10.4 eV
Removal from P2+: Hartree-Fock 29.6 eV, Thomas-Fermi 23.9 eV
Removal from P3+: Hartree-Fock 49.7 eV, Thomas-Fermi 42.7 eV
Removal from P4+: Hartree-Fock 64.4 eV, Thomas-Fermi 67.6 eV
Removal from P5+: Hartree-Fock 219.1 eV, Thomas-Fermi 99.6 eV
Charge with Hartree-Fock bindings = 2 e
Final energy with that charge = 4.50 MeV
Ion energy at which the neon-like core opens = 12.4 MeV
Thomas-Fermi charge at that energy = 7.92 e
Charge for threshold u = 0.8 v: 2.037 e
Charge for threshold u = 1.2 v: 3.288 e
Nitrogen atom outer binding = 15.48 eV
Gas electron speed = 1.067 v0
Mean relative speed = 1.669 v0
Charge with relative speed = 3.270 e
Relativistic size (Z alpha)^2 = 0.0120
Stripper: 0.05 Torr, 500 mm, 300 K
Collisions in canal = 53
Time between collisions = 3.1 ns
```
